\section*{First-order PAW Fock operator for a perturbation of wavevector q}

Translation symmetry, dimensions and the form of the exchange operator show which terms to expect before any orbital is differentiated. Let a crystal of $N$ unit cells, periodically repeated with total volume $\Omega_N=N\Omega$, be distorted so that atom $a$ of cell $L$ sits at
\begin{equation}
R_{aL}=\tau_a+L+\lambda e_a e^{iq\cdot L}+\lambda^* e_a e^{-iq\cdot L},
\label{disp}
\end{equation}
with real dimensionless vectors $e_a$ and a complex length $\lambda$. The wavevector $q$ is taken commensurate with the $N$-cell supercell, so that $k+q$ belongs to the $k$ mesh whenever $k$ does; the lattice sums below rely on this. Here $q,k,g,K,r,L$ are vectors, written without bold type. Shifting the whole crystal by a lattice vector $M$ with the operator $T_M$ replaces $\lambda$ by $\lambda e^{-iq\cdot M}$. If $X^{(q)}$ denotes $\partial X/\partial\lambda$ at fixed $\lambda^*$, taken at $\lambda=0$, the Fock operator therefore obeys $T_MF^{(q)}T_M^\dagger=e^{-iq\cdot M}F^{(q)}$. A Bloch function has $T_M\phi_k=e^{-ik\cdot M}\phi_k$, so $F^{(q)}\phi_k$ acquires the phase $e^{-i(k+q)\cdot M}$: the operator carries $k$ to $k+q$. Its unit is energy per length. The Coulomb factor $e^2/(\varepsilon_0g^2\Omega_N)$ is already an energy, so each term must contain one factor differentiated with respect to a length. Exchange is linear in the density matrix and has an augmented pair density on each side of it. Three places can thus be differentiated, and a one-centre part adds its own terms.

To make this precise, consider one spin channel of a spin-saturated insulator. The pseudo-orbitals $\psi_{mk}$ satisfy $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$, where $S$ is the PAW overlap, and $\gamma=\sum_{mk}|\psi_{mk}\rangle\langle\psi_{mk}|$ runs over occupied states. Each atom has projectors $p_i$ and real compensation functions $Q_{ij}=Q_{ji}$ with Fourier transforms $Q_{ij}(g)$. Pair densities are matrix elements of
\begin{equation}
n_g=e^{-ig\cdot r}+\sum_{aL,ij}|p_i^{aL}\rangle Q_{ij}(g)e^{-ig\cdot R_{aL}}\langle p_j^{aL}|,
\qquad \rho_{mn}(g)=\langle\psi_m|n_g|\psi_n\rangle .
\label{ng}
\end{equation}
Since $Q_{ij}(r)$ is real and symmetric, $n_{-g}=n_g^\dagger$. The integral of $Q_{ij}$ is the overlap correction of the dataset, so $n_0=S$.

The one-centre energy arises as follows. Let $\bar\rho$ be the compensated smooth pair density, and let $\Delta^a=\rho^a-\bar\rho^a$ be the difference between the all-electron and compensated densities inside sphere $a$. If the partial waves are complete there, the spheres do not overlap and the compensation matches all multipoles, then $\Delta^a$ produces no field outside its sphere and does not interact with charge outside it. With $(\cdot|\cdot)$ the open-space Coulomb integral, the full interaction becomes
\begin{align}
(\rho|\rho)&=(\bar\rho|\bar\rho)+\sum_a\left[(\bar\rho^a|\Delta^a)+(\Delta^a|\bar\rho^a)+(\Delta^a|\Delta^a)\right]\nonumber\\
&=(\bar\rho|\bar\rho)+\sum_a\left[(\rho^a|\rho^a)-(\bar\rho^a|\bar\rho^a)\right].
\end{align}
The last bracket defines a fixed tensor $C_{ik,lj}$, which couples the partial-wave pairs $ik$ and $lj$. In a finite periodic cell we take as the definition of the exchange energy
\begin{equation}
E=-\frac1{2\Omega_N}\sum_{mn,g}v(g)|\rho_{mn}(g)|^2
-\frac12\sum C_{ik,lj}D_{kl}D_{ji}+\sum X^{\rm c}_{ij}D_{ji},
\label{energy}
\end{equation}
where $v(g)=e^2/(\varepsilon_0g^2)$ for $g\ne0$, $v(0)=v_0$ is a finite replacement, $D_{kl}=\langle p_k|\gamma|p_l\rangle$ on each atom, and $X^{\rm c}$ is the fixed core-valence matrix. Sums without limits run over atoms and repeated channel indices. A global hybrid functional multiplies the exchange terms by its mixing fraction; a range-separated one also changes the Coulomb kernel. The one-centre separation above is then only approximate, because with a screened kernel $\Delta^a$ can produce a field outside its sphere even when all multipoles match.

The first sum equals $\sum_gv(g)\,{\rm Tr}(\gamma n_g\gamma n_g^\dagger)$. Varying $\gamma$ gives ${\rm Tr}\,\delta\gamma(n_g\gamma n_g^\dagger+n_g^\dagger\gamma n_g)$. The two parts are equal after summation, because $g\to-g$ exchanges them and $v$ is even. The resulting factor 2 cancels the one half. The symmetry $C_{ik,lj}=C_{lj,ik}$ does the same for the one-centre term. Hence
\begin{equation}
F=-\frac1{\Omega_N}\sum_gv(g)n_g\gamma n_g^\dagger
+\sum|p_i\rangle X_{ij}\langle p_j|,\qquad
X_{ij}=X^{\rm c}_{ij}-\sum_{kl}C_{ik,lj}D_{kl}.
\label{F}
\end{equation}

Now differentiate with respect to $\lambda$. The cell is fixed, so $v(g)$ does not change. A bra depends on $\lambda$ through the complex conjugate of its ket: $\partial_\lambda\langle\psi|=(\partial_{\lambda^*}|\psi\rangle)^\dagger$. Writing $\psi^{(-q)}=\partial\psi/\partial\lambda^*$, we obtain
\begin{equation}
\gamma^{(q)}=\sum_{mk}\left[|\psi^{(q)}_{mk}\rangle\langle\psi_{mk}|
+|\psi_{mk}\rangle\langle\psi^{(-q)}_{mk}|\right].
\label{gamma}
\end{equation}
Both terms raise the wavevector by $q$. The adjoint of the first would lower it, so for general $q$ the second term is not that adjoint. By the same rule $(n_g^\dagger)^{(q)}=(n_g^{(-q)})^\dagger$, and the smooth part of the result is
\begin{align}
F^{(q)}_{\rm sm}\phi_k=-\frac1{\Omega_N}\sum_{mk'g}v(g)\Big[&
n_g\psi^{(q)}_{mk'}\langle n_g\psi_{mk'}|\phi_k\rangle
+n_g\psi_{mk'}\langle n_g\psi^{(-q)}_{mk'}|\phi_k\rangle\nonumber\\
&+n_g^{(q)}\psi_{mk'}\langle n_g\psi_{mk'}|\phi_k\rangle
+n_g\psi_{mk'}\langle n_g^{(-q)}\psi_{mk'}|\phi_k\rangle\Big].
\label{smooth}
\end{align}
The first two terms are the responses at the ket and bra ends of the density matrix. The last two are the moving augmentation on the left and on the right.

The orbital responses have two parts. Differentiating $(H-\varepsilon_mS)\psi_m=0$ and projecting on an empty state $c$ at $k+q$ removes the term with the first-order eigenvalue, because $\langle\psi_c|S|\psi_m\rangle=0$. This leaves
\begin{equation}
\langle\psi_{c,k+q}|S|\psi^{(q)}_{mk}\rangle=
\frac{\langle\psi_{c,k+q}|H^{(q)}-\varepsilon_{mk}S^{(q)}|\psi_{mk}\rangle}
{\varepsilon_{mk}-\varepsilon_{c,k+q}} .
\label{stern}
\end{equation}
In a self-consistent calculation $H^{(q)}$ itself contains $F^{(q)}$, so the two must be solved for together. The occupied part follows from differentiating the orthonormality condition:
\begin{equation}
\langle\psi^{(-q)}_{n,k+q}|S|\psi_{mk}\rangle+\langle\psi_{n,k+q}|S|\psi^{(q)}_{mk}\rangle
=-\langle\psi_{n,k+q}|S^{(q)}|\psi_{mk}\rangle .
\end{equation}
We assign $-\tfrac12\langle\psi_n|S^{(q)}|\psi_m\rangle$ to each term on the left. Any other division adds some $A_{nm}$ to one and subtracts it from the other, and these additions cancel in (\ref{gamma}). The occupied part is not optional: it is forced by the moving overlap.

One set of linear equations is enough when the unperturbed Hamiltonian is real. For the real displacements (\ref{disp}), $H$ is then real at every $\lambda$. Comparing the coefficients of $\lambda$ in $H$ and in its complex conjugate gives $[H^{(q)}]^*=H^{(-q)}$ in position representation, and likewise for $S$. Conjugating the response equation at $-k$ yields $\psi^{(-q)}_{mk}=[\psi^{(q)}_{m,-k}]^*$, with the phases of the unperturbed orbitals chosen to match. A magnetic field breaks this relation, and the response at $-q$ must then be obtained separately. Complex $e_a$ do not break it: the second term of (\ref{disp}) then contains $e_a^*$, as do all derivatives with respect to $\lambda^*$, so the displacements and $H$ stay real. In the one-centre terms below, $\langle\dot p_i|$ must then be built with $e_a$ itself, so it is no longer the adjoint of $|\dot p_i\rangle$.

The moving augmentation is simplest in plane waves $|K\rangle$ normalized in $\Omega_N$, where $\langle K|p_i^{aL}\rangle=p_i(K)e^{-iK\cdot R_{aL}}/\sqrt{\Omega_N}$. The augmentation part of $\langle K|n_g|K'\rangle$ then depends on position only through $e^{i(K'-K-g)\cdot R_{aL}}$. Its derivative contains $iK'\cdot e_a$ from the right projector, $-ig\cdot e_a$ from the compensation charge and $-iK\cdot e_a$ from the left projector. The lattice sum gives $N$ if $K'-K-g+q$ is a reciprocal lattice vector of the crystal and zero otherwise, and $N/\Omega_N=1/\Omega$. Therefore
\begin{equation}
\langle K|n_g^{(q)}|K'\rangle=\frac1\Omega\sum_{a,ij}p_i(K)Q_{ij}(g)p_j^*(K')
\,i(K'-K-g)\cdot e_a\,e^{i(K'-K-g)\cdot\tau_a}.
\label{move}
\end{equation}
Without augmentation charges this term vanishes, and (\ref{smooth}) reduces to its two orbital terms.

For the one-centre part let $|\dot p_i\rangle=-(e_a\cdot\nabla)|p_i\rangle$. In cell $L$ the first-order matrices carry the phase $e^{iq\cdot L}$; in the cell $L=0$ they are
\begin{align}
D^{(q)}_{kl}&=\langle p_k|\gamma^{(q)}|p_l\rangle+\langle\dot p_k|\gamma|p_l\rangle+\langle p_k|\gamma|\dot p_l\rangle,\qquad
X^{(q)}_{ij}=-\sum_{kl}C_{ik,lj}D^{(q)}_{kl},\\
F^{(q)}_{\rm oc}&=\sum_{aL,ij}e^{iq\cdot L}\left[|p_i\rangle X^{(q)}_{ij}\langle p_j|
+|\dot p_i\rangle X_{ij}\langle p_j|+|p_i\rangle X_{ij}\langle\dot p_j|\right].
\label{oc}
\end{align}
The complete first-order operator is $F^{(q)}=F^{(q)}_{\rm sm}+F^{(q)}_{\rm oc}$. The matrix $X^{\rm c}$ is constant, yet it contributes through $X$ in the last two terms because its projectors move.

The wavevectors in (\ref{smooth}) locate the Coulomb singularities. Since $n_g$ lowers a wavevector by $g$, the ket-end term and the left augmentation term need $g=k'-k$, up to a reciprocal lattice vector. The bra-end term and the right augmentation term need $g=k'-q-k$. The small denominators thus occur at $k'=k$ and at $k'=k+q$. In three dimensions $1/g^2$ is integrable, but a discrete mesh requires a value for $v_0$, and the same value must serve both points. To find one, use the test function $e^{-\alpha g^2}$. Near $g=0$, $v(g)e^{-\alpha g^2}=v(g)-\alpha e^2/\varepsilon_0+\dots$, so its finite part at the origin is $v_0-\alpha e^2/\varepsilon_0$. Requiring the mesh sum to equal the integral gives
\begin{equation}
v_0=\Omega_N\int\frac{d^3g}{(2\pi)^3}v(g)e^{-\alpha g^2}
-\sum_{g\ne0}v(g)e^{-\alpha g^2}+\frac{\alpha e^2}{\varepsilon_0}.
\label{v0}
\end{equation}
Differentiating with respect to $\alpha$ and applying Poisson summation yields
\begin{equation}
\frac{dv_0}{d\alpha}=\frac{e^2}{\varepsilon_0}\frac{\Omega_N}{(4\pi\alpha)^{3/2}}
\sum_{R\ne0}e^{-R^2/4\alpha},
\end{equation}
where $R$ runs over supercell translations. The dependence on $\alpha$ is exponentially small once $\sqrt\alpha$ is much shorter than the shortest translation.

The choice of $v_0$ has a limited effect on the response. Because $n_0=S$, its contribution to the Fock operator is $F_0=sS\gamma S$ with $s=-v_0/\Omega_N$. Orthonormality gives $\gamma S\psi_m=\psi_m$ for every occupied state, hence $F_0\psi_m=sS\psi_m$ at each $\lambda$. Differentiation gives
\begin{equation}
\left(F_0^{(q)}-sS^{(q)}\right)\psi_m+(F_0-sS)\psi_m^{(q)}=0.
\label{cancel}
\end{equation}
Adding $F_0$ to the Hamiltonian shifts the occupied energies by $s$ and leaves the empty ones alone. By (\ref{cancel}), the terms it adds to the response equation sum to zero. As long as the same states remain occupied, $\gamma^{(q)}$ does not depend on $v_0$. The operator $F^{(q)}$ does: its element between an occupied and an empty state contains $s\langle\psi_c|S|\psi_m^{(q)}\rangle+s\langle\psi_c|S^{(q)}|\psi_m\rangle$. The second piece comes from the moving augmentation, and without it the cancellation fails. The corresponding energy, $\tfrac12s\,{\rm Tr}(\gamma S\gamma S)=\tfrac12s\,{\rm Tr}(\gamma S)$, is fixed by the electron number and exerts no force.

In a metal $\gamma S\gamma\ne\gamma$ at finite smearing. The Fock expression still holds for the correct $\gamma^{(q)}$, but (\ref{gamma}) needs occupation factors and their changes, and the cancellation is lost. A strain is also outside the derivation, since it changes $v(g)$ and, unless it preserves the volume, $\Omega_N$.

A rigid shift of the crystal checks the signs of the orbital responses against those of the moving terms. For $q=0$ and equal $e_a=e$, the distortion is a rigid shift. A shift by $u$ multiplies $\langle K|F|K'\rangle$ by $e^{-i(K-K')\cdot u}$, so all terms together must give
\begin{equation}
\langle K|F^{(0)}|K'\rangle=-i(K-K')\cdot e\,\langle K|F|K'\rangle .
\end{equation}
The moving terms are essential here, because $F$ follows the atoms only if orbitals, projectors and compensation charges all do. The matrix elements $D_{kl}$ do not change in a rigid shift, so $X^{(q)}$ vanishes and its sign is not checked by this limit. That sign, and the phases that depend on $q$, need a test at $q\ne0$, such as the finite differences described below.

A numerical example shows the relative sizes. It is a model crystal with a cubic cell of edge $0.4$ nm, two attractive Gaussian wells per cell, $s$ and $p_x$ projectors, and round values for $Q$, $C$ and $X^{\rm c}$. The mesh is $3\times1\times1$ and $q=2\pi/(3\times0.4\ {\rm nm})=5.236\ {\rm nm}^{-1}$ along $x$. Atom 1 moves with $e_x=1$ and atom 2 with $e_x=-0.5$. The orbitals come from a one-particle Hamiltonian without exchange, in a plane-wave basis cut at $45.5$ eV, with two occupied bands and a gap of $12.5$ eV between the states on this mesh. The example therefore tests $F^{(q)}$ for a known orbital response; it is neither a self-consistent Hartree--Fock calculation nor a model of a particular material.

Take the block of $F^{(q)}$ from the two occupied states at $k=0$ to all empty states at $k=q$ in this basis. If $T=\sum_iT_i$ is this matrix split into its terms, the signed share of term $i$ is ${\rm Re\,Tr}(T^\dagger T_i)/\|T\|$, with $\|T\|$ the root of the summed squared moduli. The shares add up to $\|T\|$. In the order ket end, bra end, left augmentation, right augmentation, changed one-centre matrix and moved one-centre projectors,
\begin{equation}
155.1+40.3+7.9+0.7+0.8+19.0=223.8\ {\rm eV/nm},
\end{equation}
or $3.58\times10^{-8}$ N. At this cutoff all six shares are positive. Leaving out the smooth bra-end term while keeping everything else changes the block by $40.6/223.8$, about 18\% of its norm. Leaving out the smooth moving augmentation changes it by 3.9\%. The moved one-centre projectors are a larger correction here, $19.0/223.8$ or 8.5\%. The ket end contains the $g=0$ term $s\langle\psi_c|S|\psi_m^{(q)}\rangle$, whereas the bra end has none in this block, because $\langle\psi_c|S|\psi_{m'}\rangle=0$. This term supplies 36.8 of the 155.1 eV/nm, about a third of the disparity between the two ends. The $g=0$ term $s\langle\psi_c|S^{(q)}|\psi_m\rangle$ supplies 3.5 of the 7.9 eV/nm of the left augmentation, so these shares depend on $v_0$. They are also not converged in the cutoff. At $118.5$ eV the total is $301.7$ eV/nm and the right-augmentation share is $-3.5$ eV/nm. Omitting the smooth moving augmentation then changes the block by only 0.8\%, while the bra-end and moved-projector fractions are 19\% and 6\%.

For this mesh $v_0/\Omega_N=2.73$ eV, and two Gaussian widths in (\ref{v0}) agree to the printed digits. With two occupied bands, the singular energy per cell and spin is $-\tfrac12\times2.73\times2=-2.73$ eV, out of a total exchange energy of $-19.24$ eV in this basis ($-22.55$ eV at a cutoff of $118.5$ eV). This part is large but constant under the distortion. The residual of (\ref{cancel}), relative to the norm of $sS\psi^{(q)}$, is at rounding level with all terms kept. It reaches 0.12 when the moving augmentation is omitted.

The formula was also tested against finite differences of the full operator (\ref{F}) in the three-cell supercell with displaced atoms. The largest deviation among the three wavevector blocks is $5\times10^{-11}$ of the norm of the block. The energy derivative, the time-reversal relation, the adjoint relation $F^{(-q)}=(F^{(q)})^\dagger$ and the rigid-shift limit were tested as well; their deviations are listed in the numerical output. These tests check the first-order Fock operator that follows from (\ref{energy}) for a given dataset. They do not measure how well that dataset represents the all-electron exchange energy.

\section*{Computed results}
\begin{verbatim}
hbar^2/2m = 0.038100 eV nm^2; e^2/eps0 = 18.09513 eV nm
cell edge = 0.4 nm; k mesh = 3 x 1 x 1; q = 5.2360 nm^-1 along x
atoms at (fractions of edge): [0.0, 0.0, 0.0] and [0.45, 0.5, 0.5]
pattern e_x: atom 1 = 1.0, atom 2 = -0.5 (dimensionless)
well depths = 80.0, 70.0 eV; well width = 0.08 nm
projector width = 0.06 nm; augmentation width = 0.04 nm
augmentation charges s, p = 0.2, 0.1; s-p dipole length = 0.01 nm
nonlocal strengths s, p = -3.0, -1.0 eV
core-valence X s, p = -1.0, -0.6 eV
C(ss,ss), C(ss,pp) = 2.0, 1.5 eV
C(pp,pp), C(sp,sp) = 1.2, 0.5 eV
orbital cutoff = 34.558 nm^-1 = 45.50 eV
plane waves in supercell = 121; pair-density vectors = 1079
occupied bands per spin = 2; model band gap = 12.478 eV
exchange energy per cell and spin = -19.2401 eV
singular term v0/V = 2.73115 eV
v0/V with other Gaussian width = 2.73115 eV
occupied(k=0) to empty(k=q) block of F^(q): norm, signed share (eV/nm)
  first-order ket end: 155.1573, +155.0673
  first-order bra end: 40.5603, +40.2551
  moved augmentation, left: 7.9795, +7.9025
  moved augmentation, right: 0.7315, +0.6802
  changed one-centre matrix: 0.8573, +0.8089
  moved one-centre projectors: 19.0499, +19.0361
  total: 223.7502 eV/nm = 3.5849e-08 N
error if smooth moving augmentation is omitted = 3.88 %
error if bra end is omitted = 18.13 %
relative deviation, F as energy derivative = 2.5e-16
relative deviation, gamma^(q) vs supercell = 1.1e-10
relative deviation, F^(q) vs supercell = 4.8e-11
relative deviation, F^(-q) = adjoint of F^(q): 1.2e-16
relative deviation, time reversal = 3.7e-15
relative deviation, rigid shift = 1.8e-15
singular-term residual, all terms kept = 2.2e-15 (relative)
singular-term residual, moving part omitted = 0.1154 (relative)
\end{verbatim}
